# Schottky, Frenkel and Antisite-Pair Energies from Single-Defect Energies: a numerical check

```python
# Result under test: for defects D in fixed charge states q_D, the summed formation energy
#   sum_D [E(D) - E_bulk - sum_i n_i mu_i + q_D (E_V + E_F)]
# does not depend on mu_i or E_F when the set is neutral and removes k whole formula units,
# and then equals sum_D [E(D) - E_bulk] + k mu_AB.
# n_i: atoms added; mu_i: chemical potentials with mu_A + mu_B = mu_AB (bulk energy per AB);
# E_V: valence-band edge; E_F: Fermi level measured from E_V.
# Model: rigid square lattice AB, one orbital and one electron per neutral atom,
# hopping plus short-range pair energies, no long-range Coulomb interaction. Energies in eV.
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import dblquad
from scipy.special import erfc

ONSITE = {"A": 2.0, "B": -2.0}
HOP = 0.7
PAIR = {"AA": 0.1, "AB": -0.3, "BA": -0.3, "BB": 0.2}
PAIR_INTERSTITIAL = 0.4
SIZE = 12


def make_cell(nx, ny, changes):
    """Perfect crystal with sites replaced, removed (None) or added."""
    sites = {(x, y): "AB"[(x + y) % 2] for x in range(nx) for y in range(ny)}
    sites.update(changes)
    return {pos: kind for pos, kind in sites.items() if kind is not None}


def solve_cell(nx, ny, changes, charge=0, potential=0.0):
    """Total energy, orbital levels and atom counts of a periodic cell."""
    sites = make_cell(nx, ny, changes)
    pos = np.array(list(sites.keys()), dtype=float)
    kinds = list(sites.values())
    delta = pos[:, None, :] - pos[None, :, :]
    box = np.array([nx, ny], dtype=float)
    delta -= box * np.round(delta / box)
    r2 = np.sum(delta**2, axis=2)
    regular = np.abs(r2 - 1.0) < 1e-6
    short = np.abs(r2 - 0.5) < 1e-6      # only an interstitial has such neighbours
    onsite = np.array([ONSITE[k] for k in kinds]) - potential
    levels = np.linalg.eigvalsh(np.diag(onsite) - HOP * (regular | short))
    electrons = len(kinds) - charge
    filling = np.clip(electrons - 2 * np.arange(len(kinds)), 0, 2)
    pair_sum = sum(PAIR[kinds[i] + kinds[j]] for i, j in np.argwhere(regular) if i < j)
    pair_sum += PAIR_INTERSTITIAL * np.sum(short) / 2
    energy = filling @ levels + pair_sum + potential * len(kinds)
    return energy, levels, np.array([kinds.count("A"), kinds.count("B")])


bulk_energy, bulk_levels, bulk_atoms = solve_cell(SIZE, SIZE, {})
units = bulk_atoms[0]
mu_AB = bulk_energy / units
E_V = bulk_levels[units - 1]
gap = bulk_levels[units] - E_V

# Elemental square-lattice solids, half-filled band, bound the chemical potentials.
k = 2 * np.pi * (np.arange(400) + 0.5) / 400
band = -2 * HOP * (np.cos(k)[:, None] + np.cos(k)[None, :])
band_energy = 2 * np.mean(np.minimum(band, 0))
element = {s: ONSITE[s] + band_energy + 2 * PAIR[s + s] for s in "AB"}
heat = mu_AB - element["A"] - element["B"]
assert heat < 0 and gap > 0
mu_rich, mu_poor = element["A"], element["A"] + heat

DEFECTS = {"V_A": {(0, 0): None}, "V_B": {(1, 0): None}, "A_i": {(0.5, 0.5): "A"},
           "A_B": {(1, 0): "A"}, "B_A": {(0, 0): "B"}}
CHARGE = {"V_A": -1, "V_B": 1, "A_i": 1, "A_B": 2, "B_A": -2}


def raw_energy(name, charge, potential=0.0):
    energy, _, atoms = solve_cell(SIZE, SIZE, DEFECTS[name], charge, potential)
    return energy - bulk_energy, atoms - bulk_atoms


RAW = {(d, q): raw_energy(d, q) for d in DEFECTS for q in {0, CHARGE[d]}}
for d, q in (("A_B", 1), ("B_A", -1)):
    RAW[d, q] = raw_energy(d, q)


def formation(name, charge, mu_A, fermi, mu_B=None):
    mu_B = mu_AB - mu_A if mu_B is None else mu_B
    energy, added = RAW[name, charge]
    return energy - added @ np.array([mu_A, mu_B]) + charge * (E_V + fermi)


# Both defects far apart in one neutral cell: no mu_A, mu_B or E_F is supplied.
SETS = {"Schottky": (("V_A", "V_B"), {(0, 0): None, (12, 1): None}),
        "Frenkel": (("A_i", "V_A"), {(0.5, 0.5): "A", (12, 0): None}),
        "Antisite pair": (("A_B", "B_A"), {(12, 1): "A", (0, 0): "B"})}
big_bulk, _, big_atoms = solve_cell(2 * SIZE, SIZE, {})
results = {}
for label, (members, changes) in SETS.items():
    energy, _, atoms = solve_cell(2 * SIZE, SIZE, changes)
    removed = big_atoms - atoms
    assert removed[0] == removed[1]
    direct = energy - big_bulk + removed[0] * mu_AB
    sums = [sum(formation(d, CHARGE[d], m, f) for d in members)
            for m in np.linspace(mu_poor, mu_rich, 5) for f in np.linspace(0, gap, 5)]
    from_singles = sum(RAW[d, CHARGE[d]][0] for d in members) + removed[0] * mu_AB
    assert np.max(np.abs(np.array(sums) - direct)) < 1e-4
    assert abs(from_singles - direct) < 1e-4
    results[label] = (from_singles, direct, np.ptp(sums), removed[0])

near_energy, _, _ = solve_cell(2 * SIZE, SIZE, {(0, 0): None, (1, 0): None})
near_shift = near_energy - big_bulk + mu_AB - results["Schottky"][1]
assert abs(near_shift) > 0.01

# In these closed-shell states charge follows composition.
for d in DEFECTS:
    added = RAW[d, CHARGE[d]][1]
    assert CHARGE[d] == added[0] - added[1]

# Leaving the equilibrium plane changes Schottky but not the atom-conserving sets.
off_plane = 0.5
off_shift = {}
for label, (members, _) in SETS.items():
    moved = sum(formation(d, CHARGE[d], mu_rich, 1.0, mu_AB - mu_rich + off_plane)
                for d in members)
    off_shift[label] = moved - results[label][0]
    assert abs(off_shift[label] - results[label][3] * off_plane) < 1e-8

# Stoichiometric but charged set: neutral V_A with positive V_B.
charged_change = sum(formation(d, q, mu_rich, 3.0) - formation(d, q, mu_rich, 1.0)
                     for d, q in (("V_A", 0), ("V_B", 1)))
assert abs(charged_change - 2.0) < 1e-8


# Lowest charge states: compare total energies with the gap orbital of the antisite.
def lowest_sum(fermi):
    return (min(formation("A_B", q, mu_rich, fermi) for q in (0, 1, 2))
            + min(formation("B_A", q, mu_rich, fermi) for q in (0, -1, -2)))


_, levels_AB, atoms_AB = solve_cell(SIZE, SIZE, DEFECTS["A_B"], 2)
_, levels_BA, atoms_BA = solve_cell(SIZE, SIZE, DEFECTS["B_A"], -2)
level_AB = levels_AB[atoms_AB[1]] - E_V
level_BA = levels_BA[atoms_BA[1] - 1] - E_V
fermi_mid, fermi_high = 2.0, 3.5
assert 0 < level_BA < fermi_mid < level_AB < fermi_high < gap
pair_energy = results["Antisite pair"][0]
drop = lowest_sum(fermi_high) - pair_energy
assert abs(lowest_sum(fermi_mid) - pair_energy) < 1e-8
assert abs(drop + 2 * (fermi_high - level_AB)) < 1e-8

# Potential offsets of the separate charged cells.
def offset_change(phi_A, phi_B):
    return (raw_energy("V_A", -1, phi_A)[0] + raw_energy("V_B", 1, phi_B)[0]
            - RAW["V_A", -1][0] - RAW["V_B", 1][0])


common_offset, unequal_offset = offset_change(0.3, 0.3), offset_change(0.1, 0.3)
assert abs(common_offset) < 1e-8 and abs(unequal_offset - 0.2) < 1e-8

# For A2B3, independence along the equilibrium line fixes the vacancy ratio.
tangent = sp.Matrix([[3, -2]])       # 2 d(mu_A) + 3 d(mu_B) = 0
ratio = tangent.nullspace()[0]
assert len(tangent.nullspace()) == 1 and ratio[0] / ratio[1] == sp.Rational(2, 3)
assert sp.Matrix([[-3, 2]]).dot(ratio) == 0

# Image constant of a point charge plus background in a cube: Ewald sum.
eta = 2.0
shells = np.array([v for v in itertools.product(range(-6, 7), repeat=3) if any(v)])
dist = np.linalg.norm(shells, axis=1)
g2 = (2 * np.pi * dist)**2
alpha = -(np.sum(erfc(eta * dist) / dist)
          + np.sum(4 * np.pi / g2 * np.exp(-g2 / (4 * eta**2)))
          - 2 * eta / np.sqrt(np.pi) - np.pi / eta**2)
# Direct sum of neutral cubic cells; subtract their mean potential pi/6.
reach = 20
axis = np.arange(-reach, reach + 1)
x, y, z = np.meshgrid(axis, axis, axis, indexing="ij")
radius = np.sqrt(x**2 + y**2 + z**2).ravel()
cube = 1.5 * dblquad(lambda u, v: 1 / np.sqrt(u*u + v*v + 0.25), -0.5, 0.5, -0.5, 0.5)[0]
center_potential = np.sum(1 / radius[radius > 0]) - (2 * reach + 1)**2 * cube
alpha_direct = np.pi / 6 - center_potential
assert abs(alpha - alpha_direct) < 1e-3
length, dielectric = 12.0, 10.0
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e10
image_unit = coulomb * alpha / (2 * dielectric * length)

hartree = const.physical_constants["Hartree energy in eV"][0]
print(f"On-site energies A, B: {ONSITE['A']:.1f}, {ONSITE['B']:.1f} eV; hopping {HOP:.1f} eV")
print(f"Pair energies AA, AB, BB: {PAIR['AA']:.1f}, {PAIR['AB']:.1f}, {PAIR['BB']:.1f} eV")
print(f"Interstitial pair energy per neighbour: {PAIR_INTERSTITIAL:.1f} eV")
print(f"Single-defect cell: {SIZE} x {SIZE} sites, {units} formula units")
print(f"Two-defect cell: {2*SIZE} x {SIZE} sites")
print(f"Bulk energy per formula unit mu_AB: {mu_AB:.4f} eV")
print(f"Bulk energy of single-defect cell: {bulk_energy:.4f} eV")
print(f"Valence-band edge {E_V:.4f} eV; gap {gap:.4f} eV")
print(f"Elemental energies per atom A, B: {element['A']:.4f}, {element['B']:.4f} eV")
print(f"Formation energy of compound per formula unit: {heat:.4f} eV")
print(f"mu_A, A-poor and A-rich: {mu_poor:.4f}, {mu_rich:.4f} eV")
print("Defect, charge (e), E_cell - E_bulk (eV), then E_f (eV) at")
print("  (A-poor, E_F=1 eV), (A-rich, E_F=1 eV), (A-rich, E_F=3 eV)")
for d, q in CHARGE.items():
    values = [formation(d, q, m, f) for m, f in ((mu_poor, 1), (mu_rich, 1), (mu_rich, 3))]
    print(f"  {d} {q:+d} {RAW[d, q][0]:9.4f} | " + " ".join(f"{v:9.4f}" for v in values))
for label, (single, direct, spread, removed) in results.items():
    print(f"{label}: from single defects {single:.4f} eV = {single/hartree:.5f} hartree")
    print(f"  two-defect cell {direct:.4f} eV; difference {direct-single:.1e} eV")
    print(f"  spread over 25 (mu_A, E_F) points {spread:.1e} eV; units removed {removed}")
print(f"Adjacent minus separated vacancy pair: {near_shift:.4f} eV")
print(f"Shift of mu_B off equilibrium plane: {off_plane:.1f} eV; resulting changes:")
for label, value in off_shift.items():
    print(f"  {label}: {value:.4f} eV")
print(f"V_A(0)+V_B(+1), change for E_F from 1 to 3 eV: {charged_change:.4f} eV")
print(f"Gap levels above valence edge, A_B and B_A: {level_AB:.4f}, {level_BA:.4f} eV")
print(f"Lowest-charge antisite sum at E_F={fermi_mid:.1f} eV: {lowest_sum(fermi_mid):.4f} eV")
print(f"Lowest-charge antisite sum at E_F={fermi_high:.1f} eV: {lowest_sum(fermi_high):.4f} eV")
print(f"  change from fixed-charge sum: {drop:.4f} eV")
print(f"Schottky change, both cells offset 0.3 V: {abs(common_offset):.4f} eV")
print(f"Schottky change, V_A offset 0.1 V and V_B 0.3 V: {unequal_offset:.4f} eV")
print(f"A2B3 vacancy ratio V_A/V_B: {ratio[0]/ratio[1]}")
print(f"Cubic image constant alpha: Ewald {alpha:.5f}, direct {alpha_direct:.5f}")
print(f"Image example: L = {length:.1f} angstrom, dielectric constant {dielectric:.1f}")
print(f"Image correction for one defect with |q|=1: {image_unit:.4f} eV")
print(f"Image correction for a +1/-1 set: {2*image_unit:.4f} eV")
print(f"Image correction for a +2/-2 set: {8*image_unit:.4f} eV")
print("every check passed")
```

Output:

```
On-site energies A, B: 2.0, -2.0 eV; hopping 0.7 eV
Pair energies AA, AB, BB: 0.1, -0.3, 0.2 eV
Interstitial pair energy per neighbour: 0.4 eV
Single-defect cell: 12 x 12 sites, 72 formula units
Two-defect cell: 24 x 12 sites
Bulk energy per formula unit mu_AB: -6.0092 eV
Bulk energy of single-defect cell: -432.6647 eV
Valence-band edge -2.0000 eV; gap 4.0000 eV
Elemental energies per atom A, B: 1.0652, -2.7348 eV
Formation energy of compound per formula unit: -4.3397 eV
mu_A, A-poor and A-rich: -3.2744, 1.0652 eV
Defect, charge (e), E_cell - E_bulk (eV), then E_f (eV) at
  (A-poor, E_F=1 eV), (A-rich, E_F=1 eV), (A-rich, E_F=3 eV)
  V_A -1    1.9445 |   -0.3300    4.0097    2.0097
  V_B +1    5.9445 |    2.2097   -2.1300   -0.1300
  A_i +1    0.9938 |    3.2682   -1.0714    0.9286
  A_B +2    6.2645 |    4.8041   -3.8752    0.1248
  B_A -2   -1.3355 |    0.1248    8.8041    4.8041
Schottky: from single defects 1.8797 eV = 0.06908 hartree
  two-defect cell 1.8797 eV; difference 1.9e-07 eV
  spread over 25 (mu_A, E_F) points 1.1e-15 eV; units removed 1
Frenkel: from single defects 2.9383 eV = 0.10798 hartree
  two-defect cell 2.9383 eV; difference 5.1e-08 eV
  spread over 25 (mu_A, E_F) points 8.9e-16 eV; units removed 0
Antisite pair: from single defects 4.9290 eV = 0.18114 hartree
  two-defect cell 4.9290 eV; difference 4.6e-07 eV
  spread over 25 (mu_A, E_F) points 8.9e-16 eV; units removed 0
Adjacent minus separated vacancy pair: -0.4646 eV
Shift of mu_B off equilibrium plane: 0.5 eV; resulting changes:
  Schottky: 0.5000 eV
  Frenkel: 0.0000 eV
  Antisite pair: 0.0000 eV
V_A(0)+V_B(+1), change for E_F from 1 to 3 eV: 2.0000 eV
Gap levels above valence edge, A_B and B_A: 2.8730, 1.1270 eV
Lowest-charge antisite sum at E_F=2.0 eV: 4.9290 eV
Lowest-charge antisite sum at E_F=3.5 eV: 3.6750 eV
  change from fixed-charge sum: -1.2539 eV
Schottky change, both cells offset 0.3 V: 0.0000 eV
Schottky change, V_A offset 0.1 V and V_B 0.3 V: 0.2000 eV
A2B3 vacancy ratio V_A/V_B: 2/3
Cubic image constant alpha: Ewald 2.83730, direct 2.83731
Image example: L = 12.0 angstrom, dielectric constant 10.0
Image correction for one defect with |q|=1: 0.1702 eV
Image correction for a +1/-1 set: 0.3405 eV
Image correction for a +2/-2 set: 1.3619 eV
every check passed
```
